# Pseudo-hydrogen charges for cut bonds in tetrahedral semiconductors

Consider a slab calculation of deposition or etching, with one face where the chemistry happens and a back face that should behave like the rest of the crystal. The back face has cut bonds, and something must close them. The practical decision is which nuclear charge to give the capping hydrogens. For a III–V compound the answer is 1.25 on the group III atom (Ga, In) and 0.75 on the group V atom (As, Sb). These notes derive the values, find what really forces them, and work out what ordinary hydrogen does to a polar InSb slab.

## One bond

Let $m$ be the number of valence $s$ and $p$ electrons of an atom: 3 for Ga or In, 5 for As or Sb. Filled $d$ shells are not counted, even if a calculation treats them explicitly. The atom sits at an ideal tetrahedral site and forms four equivalent bonds, so it supplies $m/4$ electrons to each.

Two orbitals facing each other along a bond combine into a bonding and an antibonding orbital. The bonding orbital holds two electrons, one of each spin. In the bulk compound, with cation valence $m_c$ and anion valence $m_a$, a full bond therefore requires

$$\frac{m_c}{4}+\frac{m_a}{4}=2,\qquad\text{so}\qquad m_c+m_a=8 .$$

Now cut the bond and replace the missing neighbour by a pseudo-hydrogen: a nucleus of charge $Z$ (in units of the elementary charge $e$) that brings $Z$ electrons and one $s$ orbital. The bond is full if

$$\frac m4+Z=2,\qquad\text{hence}\qquad Z=2-\frac m4=\frac{8-m}{4}. \tag{1}$$

Nuclear charge and electron number are equal, so the capped system stays neutral.

*Limit.* For a group IV crystal $m=4$ and $Z=1$: ordinary hydrogen is the right cap for silicon. For a II–VI compound, $m=2$ and $6$ give $Z=1.5$ and $0.5$. In each case $Z$ is what the missing neighbour would have supplied, because $(8-m_c)/4=m_a/4$.

This argument assumed that electrons can be shared out bond by bond. A calculation knows only the total number of electrons, so the next question is how much the total can fix.

## A whole cluster

Take a cluster with $N_c$ cations and $N_a$ anions, $B$ internal bonds, and $D_c$ and $D_a$ cut bonds on the two kinds of atom. Each cut bond carries one hydrogen, of charge $Z_c$ or $Z_a$. Every internal bond has one cation end and one anion end, and every atom has four bonds, so

$$4N_c=B+D_c,\qquad 4N_a=B+D_a. \tag{2}$$

There is one bonding orbital for each internal or capped bond. Interaction between bonds spreads their energies into bands, but cannot change the number of states below the gap while the gap stays open. A closed shell therefore needs

$$m_cN_c+m_aN_a+D_cZ_c+D_aZ_a=2(B+D_c+D_a). \tag{3}$$

By (2), the electrons brought by the atoms are

$$m_cN_c+m_aN_a=\frac{m_c+m_a}{4}B+\frac{m_c}{4}D_c+\frac{m_a}{4}D_a
=2B+\frac{m_c}{4}D_c+\frac{m_a}{4}D_a ,$$

where the last step used $m_c+m_a=8$. Inserting this in (3) cancels $2B$. Moving everything to the left and collecting the terms in $D_c$ and $D_a$ gives

$$D_c\left(Z_c-\frac{8-m_c}{4}\right)+D_a\left(Z_a-\frac{8-m_a}{4}\right)=0. \tag{4}$$

This is one equation for two unknowns. The values (1) satisfy it for every shape, but a single cluster with both kinds of cut bond does not single them out. If $D_c=D_a$, equation (4) says no more than

$$Z_c+Z_a=\frac{16-(m_c+m_a)}{4}=2,$$

which ordinary hydrogen also satisfies. The total count thus *permits* 1.25 and 0.75. It *requires* them once the same two caps must work on clusters with different ratios $D_c/D_a$.

*Limit.* If only cation bonds are cut, $D_a=0$ and (4) fixes $Z_c$ alone. If only anion bonds are cut, it fixes $Z_a$ alone.

## Counting states instead of bonds

Equation (3) assumed one filled state per bond. To see whether a Hamiltonian agrees, I used a tight-binding model with one $s$ and three $p$ orbitals per atom and coupling between nearest neighbours. The $s$ and $p$ levels are $-10$ and $-4$ eV for In, and $-15$ and $-7$ eV for Sb. The couplings $ss$, $sp$, $pp\sigma$ and $pp\pi$ are $-1.2$, 1.4, 2.2 and $-0.6$ eV. These are round model parameters chosen to give a narrow gap, here 0.419 eV in the bulk without spin-orbit coupling, with its middle at $-7.297$ eV.

Each hydrogen has one $s$ orbital, coupled to its atom by $-2.5$ eV ($ss$) and 2.5 eV ($sp$). For the clusters all hydrogens have the same level, $-7.25$ eV, so the charges being sought are not fed in. The level must still be near enough to the host levels to keep the gap free of cap states: the two 36-bond spheres below keep their count for levels from $-9$ to $-5.5$ eV, but the Sb-centred one loses it by $-11$ eV and the In-centred one by $-3.5$ eV. Numerical diagonalization then gives the number of states below the bulk midgap energy.

A sphere around an In atom holds 13 In and 4 Sb atoms, with 36 cut bonds, all on In. There are 52 states below midgap, which need 104 electrons. The atoms bring $13\times3+4\times5=59$, so

$$Z_{\rm In}=\frac{104-59}{36}=\frac{45}{36}=1.25 .$$

The same sphere around an Sb atom holds 4 In and 13 Sb atoms, with 36 cut bonds on Sb, and again has 52 states below midgap. The atoms now bring $4\times3+13\times5=77$ electrons, and

$$Z_{\rm Sb}=\frac{104-77}{36}=\frac{27}{36}=0.75 .$$

With ordinary hydrogen the first cluster would have 95 electrons, nine short of a closed shell. Its highest bonding states would be partly empty, and an adsorption energy computed on it could include the cost or gain of filling those holes.

A sphere around a bond centre shows the ambiguity. It has 16 atoms of each kind, 21 cut bonds of each kind and 85 states below midgap. The hydrogens must supply $170-16\times(3+5)=42$ electrons through 42 cut bonds. Ordinary hydrogen passes, and so does the pair 1.25 and 0.75. A closed shell in this cluster is no evidence that the caps are right.

The gaps of these three clusters lie between 2.2 and 2.8 eV, far above the bulk value. Confinement is the likely reason, though I did not separate it from the effect of the caps.

## A polar slab

What distinguishes the two choices when the total count cannot? Stack InSb along [111] so that the bottom face is Sb and the top face is In, with one vertical bond cut per surface cell on each face. Here $D_c=D_a$, and any pair with $Z_{\rm In}+Z_{\rm Sb}=2$ gives the right total. The difference lies in where the charge sits.

Group the charges around atoms. An atom has a core of charge $+m$ and is assigned $m/4$ electrons from each of its four bonds, so this unit is neutral. By the threefold symmetry of the bulk about a bond, the centre of the bond's electron cloud lies on the bond axis, at some fraction $f$ of the bond vector $\mathbf t_i$ measured from the atom. The dipole of the unit is

$$\mathbf p=-e\,\frac m4\,f\sum_{i=1}^4\mathbf t_i=0,$$

because the four bond vectors, along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, add to zero. This holds for any $f$, and therefore for any ionicity.

Such units create no macroscopic field. Average the charge density over planes parallel to the surface and call it $\rho(z)$. Gauss's law is $dF/dz=\rho/\varepsilon_0$. For one layer of neutral units $F$ vanishes on both sides, and integration by parts gives the potential step across it:

$$\Delta V=-\int F\,dz=\int z\,\frac{dF}{dz}\,dz=\frac{1}{\varepsilon_0}\int z\,\rho\,dz=\frac{p_z}{\varepsilon_0A}=0,$$

where $A$ is the area per unit. Stacked layers give a periodic potential with no average slope.

What is left over is at the cut bonds. A capped bond holds two electrons, of which $m/4$ were assigned to the atom. The remainder, $2-m/4$ electrons together with the hydrogen nucleus, has the charge

$$q=Z-\left(2-\frac m4\right)=Z-\frac{8-m}{4} \tag{5}$$

in units of $e$. If $q=0$ the nucleus and its electrons may still form a dipole, and bonds near the surface may be distorted. Both change the potential step at the face, but neither produces a field deep inside a slab standing alone in vacuum. In a periodic cell, unequal steps at the two faces do leave a field in the slab and in the vacuum, even with $q=0$ on each face, unless a dipole correction removes it.

With $Z_{\rm In}+Z_{\rm Sb}=2$ the two faces carry opposite charges. Taking $q$ for the Sb face, the field between them is

$$F=\frac{q\,e}{\varepsilon_0\varepsilon_rA},\qquad A=\frac{\sqrt3}{4}a^2, \tag{6}$$

counted positive from the Sb face to the In face. Here $a$ is the lattice constant and $\varepsilon_r$ the relative permittivity. This is the missing condition: a slab without an interior field needs $q=0$ on each face, hence (1) for each atom separately.

*Limit.* On a nonpolar (110) face equal numbers of In and Sb bonds are cut side by side. Ordinary hydrogen leaves $-1/4$ at one and $+1/4$ at the other, which cancel within the face. There is then no macroscopic field, although the caps still disturb the atoms beneath them.

## The face charge from wave functions

The tight-binding slab tests (5) without assigning electrons to bonds. I took 16 bilayers, 5.99 nm, and now let the hydrogen level fall by 7 eV per unit of $Z$, so that the cap responds to its charge. The states below midgap were filled, the electrons on each atomic plane summed over a $10\times10$ mesh of in-plane wave vectors, and the core charges added. No electrostatic feedback was included, so these are unscreened charges.

The field between two planes is proportional to the total charge below. With bond length $d$, the plane spacings alternate between $d/3$ (Sb to In within a bilayer) and $d$ (the vertical bond). If $C_1$ and $C_2$ are the charges per cell below these two gaps, the field averaged over one period $4d/3$ corresponds to a face charge

$$q=\frac{C_1\,d/3+C_2\,d}{4d/3}=\frac{C_1+3C_2}{4}. \tag{7}$$

The results in the middle of the slab are:

- $Z_{\rm In}=1.25$, $Z_{\rm Sb}=0.75$: $q=0.0000$, where (5) gives 0.
- $Z_{\rm In}=Z_{\rm Sb}=1$: $q=+0.2500$, where (5) gives $+0.25$.
- $Z_{\rm In}=1.5$, $Z_{\rm Sb}=0.5$: $q=-0.2499$, where (5) gives $-0.25$.

The three lines are in substance one test. While the gap stays open, the electrons counted at a face hardly depend on the hydrogen level (holding it at $-7.25$ eV gives the same $q$ to three decimals), so the lines differ by the core charge $Z_{\rm Sb}$ that was added. What the wave functions supply is the offset 0.75.

With the correct caps an interior In plane still carries $+0.382\,e$ per cell. Then $C_2=C_1+0.382$, and $q=0$ in (7) gives $C_1=-0.287$ and $C_2=+0.096$. The charge found below a cut thus depends on where the cut is made, and neither value is zero. Adding up atomic charges near a face is not a test of its neutrality; the average over a full period is.

## Ordinary hydrogen on InSb

The program's inputs for InSb are $a=0.648$ nm, $\varepsilon_r=17$ and a gap of 0.17 eV. They are model values, not precise measurements. The surface cell has $A=0.1818$ nm². Ordinary hydrogen leaves $q=1-0.75=+0.25$ on the Sb face and $1-1.25=-0.25$ on the In face, so

$$\frac{0.25\,e}{\varepsilon_0A}=248.8\ \text{MV/cm},\qquad
F=\frac{248.8}{17}=14.6\ \text{MV/cm}.$$

Over one bilayer period of 0.374 nm the potential changes by 0.55 V, more than three times the gap. Formally, the drop equals the gap after 0.12 nm, which is less than the bond length of 0.281 nm. A macroscopic permittivity has no clear meaning over such a distance. The number says that the frozen face charges cannot survive in a slab of useful thickness.

To see when they fail, I added a linear potential to the tight-binding slab with ordinary hydrogens and raised the field in steps until the gap at the centre of the surface Brillouin zone closed. A slab of 12 bilayers (4.49 nm) has a zero-field gap of 0.552 eV there, which closes at 2.71 MV/cm. For 20 bilayers (7.48 nm) the gap is 0.482 eV and closes at 1.24 MV/cm. Both fields are well below 14.6 MV/cm.

The potential drops at closure are about $0.271\times4.49=1.2$ V and $0.124\times7.48=0.93$ V, roughly twice the zero-field gaps. They cannot be smaller than the gaps. A potential lying between $-U/2$ and $+U/2$ shifts each ordered energy level by at most $U/2$, so the gap shrinks by at most $U$. Reaching that bound would need the highest filled state to sit wholly at one face and the lowest empty state wholly at the other, whereas real states are spread out.

Beyond closure, electrons leave valence states near the In face and enter conduction states near the Sb face. The single-bond count predicts the same: an In–H bond has $0.75+1=1.75$ electrons, a quarter too few, and an Sb–H bond has $1.25+1=2.25$, a quarter too many. If the transfer could hold the field at its closing value, the 12-bilayer slab would keep $2.71/14.6$, about a fifth, of its face charge, and some $0.2\,e$ per cell would have moved. This is an upper estimate of the transfer, not a self-consistent result: at the closing field the transfer only begins, and moving a finite charge also fills states away from the band edges, which takes a larger potential drop. The outcome is a slab with a hole layer on one face and an electron layer on the other, even though its total electron number is correct.

## Beside real InSb

The band model above omits spin-orbit coupling. Adding it with round atomic strengths splits the valence states at the zone centre by 0.75 eV and lowers the bulk gap from 0.419 to 0.170 eV. The count survives: a cluster of 13 In and 16 Sb atoms has 76 filled orbitals without it and 152 filled spin states with it. The closing fields above omit it. With it they fall to about 2.0 and 0.8 MV/cm, and the upper estimate of the transfer in the 12-bilayer slab rises to about $0.22\,e$. The electron mass of the model, about 0.066 free-electron masses without spin-orbit coupling and 0.035 with it, is also well above that of InSb, so the closing fields should be read as orders of magnitude.

A field of 14.6 MV/cm is about 15,000 times a rough breakdown field of 0.001 MV/cm for InSb. Tunnelling between the bands can be estimated with a symmetric two-band model of gap $E_g$ and band-edge mass $m^*$. At energy $\epsilon$ from midgap a state decays with $\kappa=\sqrt{2m^*/E_g}\,\sqrt{E_g^2/4-\epsilon^2}/\hbar$. In a field $F$ a distance $dx$ corresponds to $d\epsilon=eF\,dx$, and $\int\sqrt{E_g^2/4-\epsilon^2}\,d\epsilon=\pi E_g^2/8$ across the gap, so the tunnelling exponent is $2\int\kappa\,dx=\pi\sqrt{m^*}E_g^{3/2}/(2\sqrt2\,e\hbar F)$. With a rough $m^*$ of 0.014 free-electron masses it is 0.023, so the gap is hardly a barrier. In a slab this thin, thermal carriers cannot do the compensating: with a rough hole mass of 0.4, the intrinsic density at 300 K from the non-degenerate formula (good only to some 25%, since the Fermi level lies within about $kT$ of the conduction band edge) is $1.9\times10^{16}$ cm⁻³, or $1.1\times10^{10}$ cm⁻² in the 16-bilayer slab, against a face charge of $1.4\times10^{14}$ $e$/cm². At the same density a crystal about 0.07 mm thick would hold enough carriers, so this argument does not extend to a real wafer. A wafer need not have ideal capped faces either. Its surfaces can rearrange, bind adsorbates or hold carriers, and any of these can remove the whole quarter charge.

## The other face

The cap makes the back face neutral, but cannot do the same for the front. Consider a bare In front face. Each In has one dangling orbital with $3/4$ electron. If all are emptied to open a gap, the face carries $+3/4$ per cell, and the field problem returns from the other side.

Rearrangement can cure it. In a cell of four surface In atoms, remove one. Three In dangling orbitals remain, and the three Sb atoms beneath the vacancy each gain one. The electrons available are

$$3\times\frac34+3\times\frac54=\frac{9+15}{4}=6 ,$$

enough to fill the three lower-lying Sb orbitals and leave the three In orbitals empty. The charges are $3\times(+3/4)$ and $3\times(-3/4)$, so the face is neutral and can be insulating. The count shows that this structure is allowed, not that it has the lowest energy.

The rule for setting up a calculation has the same conditions as the derivation. For ideal tetrahedral sites, with one cap per cut bond and an open gap, use $Z=(8-m)/4$ on the back face. An atom with two cut bonds, as on an ideal (001) face, takes two such caps. The absence of an interior field also relied on four equivalent bonds, as in the cubic crystal. In wurtzite the bond along the polar axis differs from the other three, so a polar slab can keep a field even with these caps. Then count the front face separately for each adsorbate or reconstruction, because a correct back face cannot compensate for a front face that is charged or has partly filled bonds.
